Schottky pinning from an interface charge sheet and a thin dielectric gap, part 2

How far does the electron barrier Φ_B = E_C − E_F at an n-type silicon surface follow the metal's work function φ_M? The pinning factor S = dΦ_B/dφ_M measures this.

The contact is at zero bias, with one Fermi level E_F. Formulas use SI units, with energies in joules; numerical values are quoted in eV. The elementary charge is e > 0, kT the thermal energy, E_C the conduction-band edge and χ the electron affinity. The coordinate x points into the semiconductor from its surface at x = 0.

A charge-free gap of thickness δ and permittivity ε has capacitance C_gap = ε/δ per area. Interface states of uniform density D per area and energy, neutral when filled to E_CNL = E_C − Φ_CNL, form a sheet with charge and capacitance

Q_it = eD(Φ_B − Φ_CNL), C_it = e²D.

For uniform D, thermal changes of the filling cancel in Q_it, apart from tiny band-edge terms.

The semiconductor has permittivity ε_s, density N of ionized donors, bulk value ξ of E_C − E_F and bulk electron pressure P. Holes are neglected. Its charge Q_sc and capacitance C_sc per area, and its depletion width W, obey

Q_sc² = 2ε_s[N(Φ_B − ξ) − P],

C_sc = eε_sN/Q_sc = ε_s/W, W = Q_sc/(eN).

With a = C_it/C_gap = e²Dδ/ε, the gap relation and the slope are

Φ_B = φ_M − χ − a(Φ_B − Φ_CNL) − eδQ_sc/ε,

S = 1/[1 + (C_it + C_sc)/C_gap].

The sheet alone gives S = 1/(1 + a), which is 1/2 at D* = ε/(e²δ) = 4.31×10¹³ cm⁻² eV⁻¹.

The example has χ = 4.05 eV, Φ_CNL = 0.75 eV, δ = 0.50 nm, relative gap permittivity 3.9 and D = 2.0×10¹⁴ cm⁻² eV⁻¹. Hence C_gap = 6.906 µF/cm², a = 4.640 and, for the sheet alone, S = 0.177. Metals with φ_M = 4.3 and 5.1 eV then have barriers 0.661 and 0.803 eV; the sheet charge for the first is −2.84 µC/cm².

### A test diode and a heavily doped contact

For a diode with N = 10¹⁶ cm⁻³ and the 4.3 eV metal, Q_sc = 0.0377 µC/cm² and W = 236 nm. The silicon permittivity, 11.7, is three times that of the gap, so

C_sc/C_gap = 3×0.50/236 = 0.0064,

S = 1/(5.640 + 0.0064) = 0.177.

The barrier moves from 0.6613 to 0.6604 eV. Here the sheet formula suffices.

At N = 10²⁰ cm⁻³, typical in order of magnitude of a low-resistance contact, the bulk Fermi level lies 0.064 eV above the band edge for a parabolic band with density-of-states mass 1.08. Band-gap narrowing, roughly 0.1 eV at this doping, is neglected; it is as large as the barrier shift found below, so the numbers for this case are those of the model. The electrons are degenerate. Now Q_sc = 4.36 µC/cm², larger in size than the sheet charge found in the first half, and W = 2.72 nm. Then

C_sc/C_gap = 3×0.50/2.72 = 0.55,

S = 1/(5.640 + 0.55) = 0.162.

The slope changes by 9%, but the barrier itself shifts more noticeably. Solving the gap relation for Φ_B at a given Q_sc shows that the depletion charge lowers the barrier by (Q_sc/C_gap)/(1 + a), read in volts:

0.1773×4.36/6.906 = 0.112 V.

The barrier falls from 0.661 to 0.549 eV. For the 5.1 eV metal it falls from 0.803 to 0.679 eV. These are lateral averages: the depletion layer is barely wider than the mean donor spacing of 2.2 nm, so the local barrier in a real contact varies with the positions of individual donors. A slope near the sheet value therefore does not mean that the barrier is near the sheet value.

For both metals and both dopings, the derived charge balance was tested against the full Poisson solution. The barriers agreed within 0.1 meV and the local slopes within 0.1%.

### When D varies with energy

Let s = E_CNL − E_F, which equals Φ_B − Φ_CNL, and let D depend on energy. At low temperature

Q_it = e ∫D(s′)ds′ from 0 to Φ_B − Φ_CNL.

The derivative of the integral with respect to its upper limit is D at the Fermi level. With Q_sc omitted, the same differentiation as before gives

S = 1/[1 + e²D(E_F)δ/ε].

The barrier is no longer a straight line in φ_M, and a slope measured between two metals is an average of the local slopes between them.

As an illustration, multiply the previous D by 1 + (s/0.2 eV)². For the 4.3 eV metal the numerical solution of this low-temperature charge balance has local slope 0.155. Inverting the formula gives a = 1/0.1546 − 1 = 5.47, which is 1.18 times the uniform value. Then (s/0.2 eV)² = 0.18, and s is about −0.085 eV. The barrier is thus near 0.665 eV, only about 4 meV above the uniform-D result. These are low-temperature values. The thermal cancellation found for uniform D does not hold here: at 300 K the occupation averages D over a few kT around E_F, which gives S = 0.150 and a barrier near 0.669 eV. The slope is more sensitive than the barrier because it responds to D at E_F, while the barrier responds to the accumulated charge.

### States that reach into the semiconductor

States induced by a metal are not confined to a plane. Suppose their density per volume and energy is (D/λ)exp(−x/λ), whose integral over x is D. Assume also that the neutrality level follows the local band edge, and omit the doping charge. With

w(x) = E_C(x) − E_F − Φ_CNL,

the charge density is e(D/λ)exp(−x/λ)w. Poisson's equation becomes

w″ = (b/λ²)exp(−x/λ)w, b = e²Dλ/ε_s.

The barrier is now read beyond the states, where w tends to a constant w_∞ = Φ_B − Φ_CNL and w′ tends to zero.

Introduce z = 2√b exp(−x/2λ). Then dz/dx = −z/(2λ), and each x-derivative is −(z/2λ)d/dz. Two of them give

w″ = (1/4λ²)(z² d²w/dz² + z dw/dz).

On the right-hand side, (b/λ²)exp(−x/λ) = z²/(4λ²). Hence

z² d²w/dz² + z dw/dz − z²w = 0.

This is the modified Bessel equation of order zero. One solution, K₀(z), behaves as −ln z near z = 0, which is linear in x far from the surface and violates w′ → 0. The other, I₀(z), tends to 1. Therefore w = w_∞I₀(z). Since dI₀/dz = I₁,

w(0) = w_∞I₀(2√b), w′(0) = −(√b/λ)w_∞I₁(2√b).

There is no separate sheet at x = 0, so the displacement is continuous and the slope of w in the gap is ε_sw′(0)/ε. Going back a distance δ to the metal gives

w(−δ) = w(0) − δε_sw′(0)/ε.

In the gap, w is continued as the electron energy at rest minus the sum (χ + E_F + Φ_CNL). At the metal it therefore equals φ_M − χ − Φ_CNL. The ratio w_∞/w(−δ) is the pinning factor:

S = 1/[I₀(2√b) + (δε_s/(ελ))√b I₁(2√b)].

The series of the two Bessel functions are

I₀(2√b) = 1 + b + b²/4 + b³/36 + …,

√b I₁(2√b) = b(1 + b/2 + b²/12 + …).

Since (δε_s/(ελ))b = a, keeping the terms up to first order in b in the denominator gives

S ≈ 1/[1 + a + b(1 + a/2)].

As λ → 0 at fixed D, b vanishes and the sheet formula returns. All omitted terms are positive, so the true S of this model is below this estimate.

For λ = 0.3 nm, b = 0.928. The series give I₀ = 2.17 and I₁/√b = 1.54, so

S = 1/(2.17 + 4.640×1.54) = 0.107.

The sheet value was 0.177. For λ = 0.1 nm the result is 0.149. Direct integration of the differential equation was used as a test at both depths and agreed within a relative 10⁻⁵.

The strong effect has two causes. At λ = 0.3 nm the offset w at the surface is 2.17 times its value beyond the states. The states nearest the metal therefore hold more charge, and the total is 1.54 times that of a sheet that sees the final offset w_∞. This raises the gap term in 1/S from 4.64 to 7.15. In addition, part of the energy step now lies inside the semiconductor, which raises the other term from 1 to 2.17. The limit δ → 0 also changes: S becomes 1/I₀(2√b) = 0.46 instead of 1, because charge inside the semiconductor keeps a distance from the metal even without a gap.

### Where the metal surface lies

The formula treats the metal as a perfect conductor with a sharp surface. In a real metal the screening charge has a centre, the image plane, which need not coincide with the assumed edge of the gap. Let the uncertainty be ±0.05 nm, treated as vacuum in series with the gap. The inverse capacitance changes by ±0.05 nm/ε₀, where ε₀ is the vacuum permittivity, and a is multiplied by

1 ± 3.9×0.05/0.50 = 1 ± 0.39.

This gives a = 6.45 or 2.83, and S = 0.134 or 0.261, with D held fixed. A displacement much smaller than an atom changes S by tens of percent.

### The barrier seen by a current

Φ_B is an electrostatic barrier. A barrier inferred from a current contains further effects.

The first is the image force. An electron at distance x from a conducting plane is attracted by its image at distance 2x, with force e²/[4πε_s(2x)²] and energy −e²/(16πε_sx). With F_s = Q_sc/ε_s the field at the semiconductor surface, the energy below Φ_B is eF_sx + e²/(16πε_sx). The top of the barrier is where this sum is smallest. Setting its derivative to zero gives

x_m = √[e/(16πε_sF_s)], ΔΦ = 2eF_sx_m = √[e³F_s/(4πε_s)].

For the diode and the 4.3 eV metal, ΔΦ = 0.021 eV at x_m = 2.9 nm. This treats the metal as lying directly on the silicon. The gap weakens the attraction, only slightly if the interface states also screen the electron and more if they cannot follow it, so the value is an upper estimate. At 10²⁰ cm⁻³ the formula yields 0.23 eV at 0.27 nm. That distance is comparable to the spacing of neighbouring atoms and smaller than the gap that the estimate ignores. The second value shows that the estimate has failed and should not be subtracted from the barrier.

The second effect is tunnelling through the depletion layer. For a barrier V_b(1 − x/W)², an electron of mass m at the bulk band edge has the semiclassical exponent

2∫√(2mV)dx/ħ = W√(2mV_b)/ħ.

With W² = 2ε_sV_b/(e²N) this equals V_b/E₀₀, where

E₀₀ = (eħ/2)√[N/(mε_s)].

Thermal passage over the barrier carries the factor exp(−V_b/kT), so the comparison is between E₀₀ and kT = 0.026 eV. At 10¹⁶ cm⁻³, E₀₀ is 0.0012 eV for mass 0.19 and 0.0006 eV for mass 0.92, in units of the free-electron mass. Thermal emission carries the larger part of the current, with a noticeable contribution from tunnelling just below the top. At 10²⁰ cm⁻³ the values are 0.125 and 0.057 eV, and tunnelling dominates for either mass. The resistance of such a contact depends on W and on the crystal direction as well as on Φ_B.

The gap must also be crossed. For a barrier whose top lies roughly 3 eV above the electron's energy, an electron with 5 eV of kinetic energy on both sides and the free-electron mass throughout, the transmission through 0.50 nm is 5×10⁻⁴. In a real contact the masses differ and the electron has little kinetic energy near the silicon band edge, which can change the value by an order of magnitude. Equilibrium at zero bias does not depend on this number. Under bias, however, the use of E_F of the metal for the interface states requires that they exchange electrons with the metal faster than with the semiconductor.

### Beside a real silicon contact

The affinity, band gap and permittivities are rough values for silicon and its oxide, and the two work functions lie within the range found for metals. Slopes inferred for silicon contacts are small, roughly 0.1 to 0.3, so the slope of the example has a realistic size. This alone does not show that the model's assumptions hold in a real contact. The combination of an oxide gap with D = 2×10¹⁴ cm⁻² eV⁻¹ is less typical. A well-passivated silicon-oxide interface has a D lower by orders of magnitude, roughly 10¹⁰ to 10¹¹ cm⁻² eV⁻¹. With the present gap, D/D* would then be below 0.01, and the semiconductor charge would set S. For D = 10¹¹ cm⁻² eV⁻¹ and N = 10¹⁶ cm⁻³ the slope between the two metals is about 0.98, although the local slope at 5.1 eV falls to 0.8–0.9 because holes, neglected above, collect at the surface. At 10²⁰ cm⁻³ the slope between the two metals is only about 0.5. The large D represents a poorly passivated surface or states induced by a nearby metal. In an intimate silicide contact there is no oxide, and δ/ε is an effective quantity.

The assumption most clearly broken is that the states form a plane: a depth of 0.3 nm moves S from 0.18 to 0.11. The image plane moves it between 0.13 and 0.26. These changes were made one at a time, so they are sensitivities and do not bound the combined error. Chemical reaction, a D that differs between metals, and lateral variation are not included. For the example, even the first decimal of S changes within these sensitivities, and the third has no physical meaning.

Two practical statements follow, each with its condition. Within the sheet model, and if C_sc is much smaller than C_it, a measured slope determines the product Dδ/ε = (1/S − 1)/e², but not D and δ separately. And if the barrier is to follow the work function, D must be well below ε/(e²δ) and the capacitance of the semiconductor well below ε/δ; this includes the depletion part C_sc and any holes or electrons that collect at the surface when the Fermi level nears a band edge. Thickening the dielectric at fixed D strengthens pinning. In the sheet model it helps only if it also reduces D enough to lower the product Dδ. For states with depth, a smaller D also lowers b, so S can rise even at constant Dδ. In either case the added tunnelling resistance must be acceptable. The remaining values are in the numerical output.

Table of computed values

```
affinity 4.05 eV, band gap 1.12 eV, E_C-E_CNL 0.75 eV
gap 0.50 nm, eps_r gap 3.9, Si 11.7
D = 2.0e+14 /(eV cm2), T = 300 K
C_gap = 6.906 uF/cm2
C_it = e^2 D = 32.044 uF/cm2
e^2 D delta/eps = 4.6398
pinning factor S = 0.1773
D for S=1/2: 4.311e+13 /(eV cm2)
Poisson test at 1e14 /cm3: D /(eV cm2), S numeric, S formula
  0e+00  0.99934  1.00000
  1e+13  0.81126  0.81170
  1e+14  0.30116  0.30121
  1e+15  0.04132  0.04132
work function 4.3 eV: Schottky-Mott barrier 0.250 eV
  barrier with sheet 0.6613 eV
  interface charge -2.841 uC/cm2
  energy step over gap 0.4113 eV
  gap field size 8.23 MV/cm
work function 5.1 eV: Schottky-Mott barrier 1.050 eV
  barrier with sheet 0.8032 eV
  interface charge 1.705 uC/cm2
  energy step over gap -0.2468 eV
  gap field size 4.94 MV/cm
barrier spread 0.1418 eV
doping 1e+16 /cm3: bulk E_C-E_F 0.2053 eV
  W.F. 4.3 eV: barrier 0.6604 eV, local S 0.1771
  W.F. 5.1 eV: barrier 0.8021 eV, local S 0.1771
  at 4.3 eV: depletion charge 0.0377 uC/cm2
  depletion width Q/(eN) 235.58 nm
  image lowering 0.0212 eV at 2.906 nm
  E00 light mass 0.00125 eV
  E00 heavy mass 0.00057 eV
doping 1e+20 /cm3: bulk E_C-E_F -0.0638 eV
  W.F. 4.3 eV: barrier 0.5495 eV, local S 0.1615
  W.F. 5.1 eV: barrier 0.6793 eV, local S 0.1629
  at 4.3 eV: depletion charge 4.3578 uC/cm2
  depletion width Q/(eN) 2.72 nm
  image lowering 0.2275 eV at 0.270 nm
  E00 light mass 0.12453 eV
  E00 heavy mass 0.05659 eV
kT = 0.02585 eV; masses 0.19, 0.92 m_e
filling error at 400 K: 6.5e-07 (relative)
non-uniform D, width 0.2 eV: local S 0.1546
state depth 0.3 nm: b 0.928, S 0.1073
state depth 0.1 nm: S 0.1486
image plane +/-0.05 nm: S 0.1342 to 0.2611
gap tunnelling: barrier 3.0 eV, incident 5.0 eV
  transmission 5.25e-04, decay factor 1.40e-04
```
